# Hall and drift activation energies of small polarons on a triangular lattice

**Question**

I am modelling small polarons that hop between neighbouring sites of a triangular lattice. The drift mobility is thermally activated, and I assumed that the Hall mobility must have the same activation energy: the carriers that drift are also the carriers that are deflected, so the two mobilities should differ by a factor of order one. I am told that for nonadiabatic hopping the Hall energy is one third of the drift energy. Where does my argument fail, how is the one third derived, and how far can I trust it in a real oxide?

**Answer**

Your argument belongs to band transport, where a carrier moves freely between collisions, the Lorentz force bends its path, and one relaxation time governs both drift and deflection. A hopping polaron has no such path. The magnetic field acts on it through the phases of its transfer amplitudes, and a phase has consequences when two routes to the same site interfere. The shortest such pair of routes on this lattice is $i\to j$ and $i\to k\to j$. Drift needs two sites to come into resonance; the Hall effect needs three. That is a different thermal event with a different energy.

**The model**

One carrier of charge $q$ sits on a lattice of side $a$. The amplitude from site $m$ to a neighbour $n$ is
$$V_{nm}=-J\,e^{i\theta_{nm}},\qquad \theta_{nm}=\frac{q}{\hbar}\int_m^n\mathbf A\cdot d\mathbf l .$$
Each site has a harmonic coordinate $Q_n$, scaled to unit spring constant, which shifts the electronic level to $\varepsilon_n=-gQ_n$. With the carrier on $i$ the energy is
$$U_i=\tfrac12\sum_nQ_n^2-gQ_i .$$
Its minimum, at $Q_i=g$, is $-g^2/2\equiv-E_p$, so $g^2=2E_p$.

I assume small $J$ (nonadiabatic hopping), classical vibrations, a bath that relaxes between hops, few carriers, equal site energies, and weak fields with $\mathbf B$ along $+z$.

**The energy of a coincidence**

Let $n$ sites, including the occupied one, have equal levels, so that their coordinates share a value $Q$. Then $U=nQ^2/2-gQ$ is least at $Q=g/n$, where $U=-g^2/2n=-E_p/n$. Measured from the relaxed polaron, the cost is
$$E_n=E_p\left(1-\frac1n\right),\qquad E_2=\frac{E_p}{2}\equiv E_a,\qquad E_3=\frac{2E_p}{3}=\frac43E_a .$$
The Hall mobility is a ratio of the Hall velocity to the drift velocity, so its exponent will contain $E_3-E_2=E_a/3$. The rates are needed to confirm this and to supply the prefactors.

**The pair rate**

Define the gaps $x=\varepsilon_j-\varepsilon_i=g(Q_i-Q_j)$ and $y=\varepsilon_k-\varepsilon_i=g(Q_i-Q_k)$. Each coordinate has variance $kT$; $Q_i$ has mean $g$ and the others have mean zero. Hence $x$ and $y$ are Gaussian, each with mean $g^2=2E_p$ and variance $2g^2kT=4E_pkT$. Their covariance, from the shared $Q_i$, is $g^2kT=2E_pkT$. The density of $x$ at zero is
$$p_2=\frac{e^{-(2E_p)^2/(8E_pkT)}}{\sqrt{8\pi E_pkT}}=\frac{e^{-E_p/2kT}}{\sqrt{8\pi E_pkT}},$$
and the golden rule gives
$$W=\frac{2\pi}{\hbar}J^2p_2=\frac{J^2}{\hbar}\sqrt{\frac{\pi}{2E_pkT}}\;e^{-E_p/2kT}.$$

**The interference rate**

For frozen coordinates the amplitudes to reach $j$ directly and through $k$ are
$$a_1=-\frac i\hbar V_{ji}\int_0^t dt'\,e^{ixt'/\hbar},$$
$$a_2=-\frac{1}{\hbar^2}V_{jk}V_{ki}\int_0^t dt_1\int_0^{t_1}dt_2\,e^{i(x-y)t_1/\hbar}e^{iyt_2/\hbar}.$$
The cross term in the probability is $2\,\mathrm{Re}\,a_1^*a_2$. Put $s=t_1-t'$, $u=t_1-t_2>0$ and $P=V_{ij}V_{jk}V_{ki}$. The integrand becomes $-(i/\hbar^3)P\,e^{i(xs-yu)/\hbar}$. After the thermal average it decays in $s$ and $u$, so the probability grows linearly in time, at a rate given by the integrals
$$\int_{-\infty}^{\infty}ds\,e^{ixs/\hbar}=2\pi\hbar\,\delta(x),\qquad \int_0^\infty du\,e^{-iyu/\hbar}=\hbar\left[\pi\delta(y)-\frac iy\right],$$
with $1/y$ as a principal value. The third-order rate is therefore
$$\Delta W_{i\to j}=\frac{4\pi^2}{\hbar}\,\mathrm{Im}P\,\langle\delta(x)\delta(y)\rangle-\frac{4\pi}{\hbar}\,\mathrm{Re}P\,\Big\langle\frac{\delta(x)}{y}\Big\rangle .$$
The second term is even in the flux and only corrects the drift. The first is odd in the flux, and it requires all three levels to coincide. For $i\to k$ the product $P$ is replaced by $V_{ik}V_{kj}V_{ji}=P^*$, so the odd term changes sign: the field redirects hops without changing the total escape rate.

I tested both terms against exact evolution of three frozen levels, averaged over the Gaussian gaps. With $\hbar=kT=1$, $E_p=3$, $J=0.004$ and a loop phase of 0.7, the growth of the population between times 8 and 12 was 0.995 of the formula for the odd part and 0.997 for the even part.

The covariance matrix of the gaps, its determinant and its inverse are
$$C=2E_pkT\begin{pmatrix}2&1\\1&2\end{pmatrix},\qquad\det C=12(E_pkT)^2,\qquad C^{-1}=\frac{1}{6E_pkT}\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.$$
With the mean $\mathbf m=(2E_p,2E_p)$, $\tfrac12\mathbf m^TC^{-1}\mathbf m=2E_p/3kT$, so
$$p_3=\langle\delta(x)\delta(y)\rangle=\frac{e^{-2E_p/3kT}}{2\pi\sqrt{\det C}}=\frac{e^{-2E_p/3kT}}{4\sqrt3\,\pi E_pkT}.$$
The exponent is $E_3/kT$, as the minimisation required.

**Drift and Hall velocities**

Write $\mathbf F=q\mathbf E$. A site at displacement $\mathbf d$ is lowered by $\mathbf F\cdot\mathbf d$, so coincidence now occurs at $x=\mathbf F\cdot\mathbf d$. Expanding the Gaussians to first order multiplies the pair rate by $1+\mathbf F\cdot\mathbf d/2kT$. For the triple rate, $C^{-1}\mathbf m=(1,1)/3kT$, so the factor is $1+\mathbf F\cdot(\mathbf d_j+\mathbf d_k)/3kT$.

The six neighbour vectors satisfy $\sum\mathbf d\,(\mathbf d\cdot\mathbf F)=3a^2\mathbf F$. The drift velocity is
$$\mathbf v_D=\sum_{\mathbf d}\mathbf d\,W\frac{\mathbf F\cdot\mathbf d}{2kT}=\frac{3a^2W}{2kT}\mathbf F .$$

For the Hall part, take the triangle formed by the origin, $j$, and the neighbour $k$ that lies $60^\circ$ counterclockwise from $j$. The product $V_{0j}V_{jk}V_{k0}$ describes the clockwise circuit $0\to k\to j\to0$, so $P=-J^3e^{-i\Phi}$ with
$$\Phi=\frac{qB}{\hbar}\,\frac{\sqrt3a^2}{4},\qquad \mathrm{Im}P=J^3\sin\Phi\simeq J^3\Phi .$$
Thus $0\to j$ gains $W_3=(4\pi^2/\hbar)J^3\Phi p_3$ and $0\to k$ loses it. Each bond belongs to two triangles that contribute with opposite signs, so without an electric field everything cancels. With the field, the six triangles give
$$\mathbf v_H=W_3\sum(\mathbf d_j-\mathbf d_k)\frac{\mathbf F\cdot(\mathbf d_j+\mathbf d_k)}{3kT}.$$
Let $\mathbf n$ be the unit vector along the bisector. Then $\mathbf d_j+\mathbf d_k=\sqrt3a\,\mathbf n$, while $\mathbf d_j-\mathbf d_k$ has length $a$ and points along $\mathbf n$ turned clockwise by $90^\circ$. Since $\sum\mathbf n(\mathbf n\cdot\mathbf F)=3\mathbf F$, the result is
$$v_H=\frac{\sqrt3a^2W_3}{kT}F,$$
directed $90^\circ$ clockwise from $\mathbf F$ for $qJ>0$. For a positive charge that is the direction of the Lorentz force $q\mathbf v\times\mathbf B$. For a negative charge both $\mathbf F$ and $\Phi$ reverse, $\mathbf v_H$ stays put, and so does the Lorentz force. Positive $J$ therefore gives the ordinary Hall sign, and negative $J$ the opposite one. For a hole this matters: an electron term $-Jc_i^\dagger c_j$ equals $+Jc_jc_i^\dagger$, so the hole's amplitude has the opposite sign to the electron's.

**The two mobilities**

Using $E_p=2E_a$ in $W$, the drift mobility $v_D/E$ is
$$\mu_D=\frac32\,\frac{|q|a^2}{kT}\,\frac{J^2}{\hbar}\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT}.$$
The Hall mobility is $\mu_H=v_H/(v_DB)$. Substituting $p_3$ gives $W_3=\pi J^3\Phi e^{-2E_p/3kT}/(\sqrt3\hbar E_pkT)$, and so
$$\frac{v_H}{v_D}=\frac{2}{\sqrt3}\frac{W_3}{W}=\frac{2J\Phi}{3}\sqrt{\frac{2\pi}{E_pkT}}\;e^{-E_p/6kT}.$$
Insert $|\Phi|/B=\sqrt3|q|a^2/4\hbar$ and $E_p=2E_a$, with $\sqrt{\pi/E_akT}=2\sqrt{\pi/4E_akT}$:
$$\mu_H=\frac{|q|a^2J}{\sqrt3\,\hbar}\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/3kT}.$$

As a test of signs and geometry, I summed the biased rates over the lattice numerically, taking the phases from a vector potential, at $10^5$ V/m and 1 T. Both mobilities agreed with these formulas to within one part in $10^4$ at all four temperatures used below.

The prefactors vary as $T^{-3/2}$ and $T^{-1/2}$, so the slopes of an Arrhenius plot are not the bare barriers. With $\beta=1/kT$,
$$-\frac{d\ln\mu_D}{d\beta}=E_a-\frac32kT,\qquad-\frac{d\ln\mu_H}{d\beta}=\frac{E_a}{3}-\frac12kT .$$
Their ratio is still one third, because $\mu_H^3/\mu_D$ is independent of temperature in this model.

**Numbers**

Take $a=0.30$ nm, $E_a=0.20$ eV, a phonon energy of 40 meV and $J=5$ meV. At 300 K, $kT=25.85$ meV and the hop rate to one neighbour is $W=2.04\times10^8$ s$^{-1}$. Then
$$\mu_D=\frac{1.5\,(3.0\times10^{-8}\,\mathrm{cm})^2(2.04\times10^8\,\mathrm{s^{-1}})}{0.02585\,\mathrm V}=1.07\times10^{-5}\ \mathrm{cm^2/Vs}.$$
Dividing the two formulas gives the ratio
$$\frac{\mu_H}{\mu_D}=\frac{2}{3\sqrt3}\frac{kT}{J}e^{2E_a/3kT}=0.385\times5.17\times e^{5.16}\approx346,$$
so $\mu_H=3.7\times10^{-3}$ cm²/Vs. At 600 K the ratio is still about 52. Between 300 and 400 K the apparent energies are 0.155 eV for drift and 0.052 eV for Hall.

This matters when a carrier density is read from the Hall coefficient. With $\sigma=n|q|\mu_D$ and $|R_H|=\mu_H/\sigma$,
$$n_H=\frac{1}{|qR_H|}=n\,\frac{\mu_D}{\mu_H}.$$
At 300 K this is 0.0029 of the true density. Even if $n$ is constant, $n_H$ appears activated, with 0.104 eV between 300 and 400 K. The Hall angle at 1 T is $3.7\times10^{-7}$ rad, a very small signal.

**When the vibrations are not classical**

Freezing the coordinates requires the gap fluctuations to destroy phase memory well within a vibration period: $\hbar\omega\ll\sqrt{4E_pkT}$, here 40 meV against about 200 meV. A classical distribution also needs $\hbar\omega\ll2kT$, which is poorly met at 300 K.

The quantum version uses the operator $X=e^{\sqrt S(b^\dagger-b)}$, with $S=E_p/\hbar\omega$, that displaces a site's oscillator. With $D(t)=b^\dagger e^{i\omega t}-be^{-i\omega t}$ one has $[D(t),D(0)]=2i\sin\omega t$, so
$$X^\dagger(t)X(0)=e^{\sqrt S[D(0)-D(t)]}\,e^{-iS\sin\omega t}.$$
The thermal average of the first factor is Gaussian, which gives $\langle X^\dagger(t)X(0)\rangle=e^{-G(t)}$ with
$$G(t)=S\left[\coth\frac{\hbar\omega}{2kT}\,(1-\cos\omega t)+i\sin\omega t\right].$$
A pair hop involves two sites and the factor $e^{-2G(t)}$. In the interference term each site is displaced and restored once, at two of the three times, giving
$$e^{-G(t'-t_1)-G(t_1-t_2)-G(t'-t_2)} .$$
Shifting the time integrals to pass through $t=-i\hbar/2kT$ for the pair, and through $-i\hbar/3kT$ for each of the first two intervals of the triple, exposes the leading exponents. With $b=\hbar\omega/2kT$ they are
$$2S\tanh\frac b2\qquad\text{and}\qquad3S\,\frac{\cosh b-\cosh(b/3)}{\sinh b}.$$
For small $b$ they become $Sb=E_p/2kT$ and $\tfrac43Sb=2E_p/3kT$, the classical values. For large $b$ they saturate at $2S$ and $3S$, so these exponents cease to be activated and the one-third rule loses its meaning.

Since $G(t)$ is periodic, the integrals over unlimited time would diverge for a single undamped frequency. A bath that relaxes between hops suppresses the later recurrences, so I keep only the central peak of each integrand. For the example at 300 K, numerical integration over these peaks raises $\mu_D$ by a factor 1.52 and $\mu_H$ by 1.10 relative to the classical formulas. The apparent energies between 300 and 400 K fall to 0.132 and 0.047 eV, with a ratio of 0.356.

**How this compares with a real oxide**

The spacing of the example is close to that in the triangular metal planes of delafossite oxides such as CuCrO$_2$. The barrier and phonon energy are illustrative values, not fitted to measurements. $J=5$ meV is a round choice that keeps the hopping nonadiabatic, not a known property of the material, and its positive sign for the hole is likewise assumed. Real samples have unequal site energies. I gave the sites a static Gaussian spread of 30 meV and solved for the currents in eight random networks of 576 sites, with classical vibrations. At 300 K the mobilities fell to 0.58 ($\mu_D$) and 0.75 ($\mu_H$) of their clean values. The apparent energies between 300 and 400 K rose to 0.179 and 0.063 eV, with a ratio of 0.353. These are averages over a small sample: another set of networks shifts the drift factor by up to 0.02, the drift energy by about 0.002 eV and the ratio by about 0.005. Tunnelling and this disorder, each taken alone, thus shift the energies in opposite directions but leave the ratio near 0.35. I have not computed them together.

Three other corrections to the drift are smaller here; I have not computed their counterparts for the three-site rate. The flux-even interference term adds about 6% to the pair rate at 300 K. Treating each level crossing as an independent Landau–Zener event at constant speed multiplies that rate by 0.92. This estimate overstates the reduction. Much of it comes from slow crossings, and at $\hbar\omega=40$ meV these lie too close to the turning point for the speed to be taken as constant. A field of 1 MV/cm along a bond raises the drift velocity 3% above the linear law.

The size of $J$ is the more serious uncertainty. The Landau–Zener exponent at a typical crossing speed,
$$\frac{2\pi J^2}{\hbar\omega\sqrt{4E_pkT}},$$
is 0.019 here. It grows as $J^2$, so $J=50$ meV would make it about 1.9, and the expansion in $J$ would fail. The barriers themselves then change: at coincidence the lowest level lies $J$ below the crossing for two sites, but $2J$ below it for three when $J>0$ (the eigenvalues are $-2J,J,J$). The ratio one third cannot be carried into that regime.

Nor does it carry over to every lattice. A square lattice with nearest-neighbour hopping has no three mutually neighbouring sites, so the $J^3$ term vanishes and longer loops must be considered. For your analysis, the safe course is to treat $\mu_H$ and $\mu_D$ as separate quantities, and to use the one-third relation when triangular loops, small $J$, nearly classical vibrations and weak site disorder can each be justified. The numerical output below lists the values at the intermediate temperatures.

## Numbers as computed

```
lattice side a = 0.30 nm
drift barrier Ea = 0.200 eV, polaron energy Ep = 0.400 eV
transfer J = 5.0 meV, phonon energy = 40.0 meV
kT at 300 K = 25.85 meV
two-site coincidence energy = 0.2000 eV
three-site coincidence energy = 0.2667 eV
Hall exponent energy Ea/3 = 0.0667 eV
hop rate to one neighbour, 300 K = 2.044e+08 1/s
300 K: mu_D = 1.067e-05, mu_H = 3.691e-03 cm2/Vs, mu_H/mu_D = 345.8
400 K: mu_D = 4.796e-05, mu_H = 6.090e-03 cm2/Vs, mu_H/mu_D = 127.0
500 K: mu_D = 1.095e-04, mu_H = 8.020e-03 cm2/Vs, mu_H/mu_D = 73.2
600 K: mu_D = 1.806e-04, mu_H = 9.475e-03 cm2/Vs, mu_H/mu_D = 52.5
apparent energy 300-400 K, drift = 0.1554 eV
apparent energy 300-400 K, Hall = 0.0518 eV
ratio of apparent energies = 0.3333
Hall density / true density, 300 K = 2.892e-03
false energy in Hall density, 300-400 K = 0.1036 eV
Hall angle at 1 T, 300 K = 3.691e-07 rad
flux phase per triangle at 1 T = 5.921e-05 rad
Test of third-order rates (hbar = kT = 1):
  flux-odd, exact evolution / formula = 0.9951
  flux-even, exact evolution / formula = 0.9968
Neglected effects at 300 K unless stated:
  tunnelling: mu_D factor = 1.520, mu_H factor = 1.097
  tunnelling: energies 300-400 K, drift 0.1317, Hall 0.0468 eV
  tunnelling: ratio of energies = 0.3557
  Landau-Zener: typical exponent = 0.0193, pair rate factor = 0.915
  flux-even third-order share of pair rate = 0.064
  field 1 MV/cm: drift velocity / linear law = 1.034
  site disorder (standard deviation) = 30 meV
  disorder: mu_D factor = 0.584, mu_H factor = 0.754
  disorder: energies 300-400 K, drift 0.1794, Hall 0.0634 eV
  disorder: ratio of energies = 0.3534
```
